# Image force on a screw dislocation near a welded interface, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. One welded interface

### Two neighbours that can be seen through

Take an elastic half-space \(x>0\) of shear modulus \(\mu_1\). A straight screw dislocation lies in it, parallel to the boundary \(x=0\) and at distance \(h\) from it. The line runs along \(z\) through the point \((h,0)\) of the \(xy\) plane. The material is isotropic and linearly elastic, and the only displacement is \(w(x,y)\), along \(z\). The stresses that can act are then

\[
\sigma_{xz}=\mu_1\frac{\partial w}{\partial x},\qquad
\sigma_{yz}=\mu_1\frac{\partial w}{\partial y}.
\]

Equilibrium along \(z\) requires \(\partial_x\sigma_{xz}+\partial_y\sigma_{yz}=0\), so \(w\) is harmonic wherever the modulus is uniform.

In an unbounded medium the screw has \(w=b\theta/2\pi\), where \(\theta\) is the polar angle about the line. One counterclockwise turn raises \(w\) by \(b\), which fixes the sign of \(b\) used here. With \(\theta=\arctan[y/(x-h)]\) on the appropriate branch and \(r^2=(x-h)^2+y^2\), differentiation gives

\[
\frac{\partial w}{\partial x}=-\frac{b}{2\pi}\frac{y}{r^2},\qquad
\frac{\partial w}{\partial y}=\frac{b}{2\pi}\frac{x-h}{r^2}.
\tag{1}
\]

Now place a fictitious screw of strength \(s\) at the mirror point \((-h,0)\). It lies outside the material, so it adds no singularity there. At a boundary point \((0,y)\) both screws are at the same squared distance \(h^2+y^2\). Their horizontal offsets \(x-x_0\) are \(-h\) for the real screw and \(+h\) for the image. Equation (1), applied to each, gives on the boundary

\[
\frac{\partial w}{\partial x}=-\frac{b+s}{2\pi}\frac{y}{h^2+y^2},\qquad
\frac{\partial w}{\partial y}=-\frac{b-s}{2\pi}\frac{h}{h^2+y^2}.
\tag{2}
\]

If nothing lies beyond the boundary, it is a free surface and \(\sigma_{xz}\) must vanish there. The first expression requires \(s=-b\). If the neighbour is perfectly rigid, \(w\) cannot vary along the boundary, and the second expression requires \(s=+b\). Parallel screws of opposite sign attract and those of equal sign repel, as the next section shows. The free surface therefore pulls the dislocation in and the rigid wall pushes it away. A neighbour of finite stiffness must lie between these two cases.

### The sign of the force

Let a stress \(\sigma_{yz}\) from some source other than the dislocation itself act at the line. Choose \(-\pi<\theta<\pi\), which puts the cut in \(w\) on the half-line \(y=0\), \(x<h\). Just above the cut \(w=b/2\), and just below it \(w=-b/2\), so the slip is \(w^+-w^-=b\).

Moving the line by a small \(\delta>0\) along \(x\) adds a strip of width \(\delta\) to the slipped region. To make this slip slowly, external agents must hold the two faces of the strip:

- The upper body has outward normal \(-y\) on its face. The agent applies traction \(-\sigma_{yz}\) to it.
- The lower body has outward normal \(+y\). The agent applies \(+\sigma_{yz}\).

Per unit length of line, the agents do the work

\[
\delta\left(-\sigma_{yz}w^+ +\sigma_{yz}w^-\right)=-\sigma_{yz}b\,\delta .
\]

To first order in \(\delta\), this is the change in the total energy, meaning the stored energy plus the potential energy of any outer loads that supply \(\sigma_{yz}\). The force is minus the change in total energy per unit displacement:

\[
F_x=b\,\sigma_{yz}.
\tag{3}
\]

The stress of the dislocation itself is left out because shifting a lone screw in an unbounded uniform medium does not change its energy. Equation (3) is the \(x\) component of the Peach–Koehler force \(\mathbf F=(\boldsymbol\sigma\cdot\mathbf b)\times\boldsymbol\xi\) with line direction \(\boldsymbol\xi=\hat{\mathbf z}\). For a screw, \(\boldsymbol\sigma\cdot\mathbf b=b(\sigma_{xz},\sigma_{yz},\sigma_{zz})\), and its cross product with \(\hat{\mathbf z}\) is \(b(\sigma_{yz},-\sigma_{xz},0)\).

A second screw of strength \(s\) at \((x_0,0)\) produces \(\sigma_{yz}=\mu_1 s/[2\pi(h-x_0)]\) at the line, so

\[
F_x=\frac{\mu_1 b s}{2\pi(h-x_0)} .
\tag{4}
\]

For \(x_0<h\) and \(bs>0\) this points away from the second screw. Equal signs repel and opposite signs attract, as used above.

### A neighbour of finite modulus

Fill \(x<0\) with a second isotropic medium of shear modulus \(\mu_2\), welded to the first. Welded means that the faces neither slide nor separate. Two quantities are then continuous across \(x=0\):

1. the displacement \(w\);
2. the traction \(\sigma_{xz}\), since otherwise a thin slab around the interface would feel an unbalanced force.

The stress \(\sigma_{yz}\) acts on planes normal to \(y\) and may jump.

The limiting cases suggest a trial field. In the film, \(x>0\), take the real screw \(b\) at \(x=h\) and an image \(Kb\) at \(x=-h\), with \(K\) unknown. In the neighbour, \(x<0\), take one screw of unknown strength \(b_2\), seen as if at \(x=h\). Each field is harmonic in the region where it is used. The film contains the real singularity alone, and the neighbour contains none.

On the film side, equation (2) with \(s=Kb\) gives

\[
\frac{\partial w}{\partial x}=-\frac{(1+K)b}{2\pi}\frac{y}{h^2+y^2},\qquad
\frac{\partial w}{\partial y}=-\frac{(1-K)b}{2\pi}\frac{h}{h^2+y^2}.
\]

On the neighbour side, equation (1) at \(x=0\) with \(b\) replaced by \(b_2\) gives

\[
\frac{\partial w}{\partial x}=-\frac{b_2}{2\pi}\frac{y}{h^2+y^2},\qquad
\frac{\partial w}{\partial y}=-\frac{b_2}{2\pi}\frac{h}{h^2+y^2}.
\]

If \(w\) is continuous along the whole interface, so is its derivative along the interface. Conversely, equal derivatives make the two displacements agree up to a constant, which a rigid shift of one field removes. Continuity of \(w\) therefore amounts to

\[
b_2=(1-K)b .
\tag{5}
\]

Continuity of traction requires \(\mu_1\partial_xw\) on the film side to equal \(\mu_2\partial_xw\) on the neighbour side:

\[
\mu_1(1+K)b=\mu_2 b_2 .
\tag{6}
\]

Both conditions hold at every \(y\) at once, because the dependence on \(y\) is the same on the two sides. This is why one image is enough. Insert (5) in (6) and divide by \(b\):

\[
\mu_1+\mu_1K=\mu_2-\mu_2K .
\]

Collecting the terms in \(K\) gives \((\mu_1+\mu_2)K=\mu_2-\mu_1\), so

\[
K=\frac{\mu_2-\mu_1}{\mu_2+\mu_1},\qquad
b_2=\frac{2\mu_1}{\mu_1+\mu_2}\,b .
\tag{7}
\]

The second result follows from \(1-K=[(\mu_2+\mu_1)-(\mu_2-\mu_1)]/(\mu_1+\mu_2)\).

### The Burgers vector is still \(b\)

The strengths \(Kb\) and \(b_2\) describe fields. They do not mean that the crystal contains further dislocations. To see this, follow a counterclockwise loop that encloses the real line and crosses the interface once above and once below the \(x\) axis. Let \(\alpha\) be the angle that the piece of interface between the two crossings subtends at \((h,0)\). By mirror symmetry it subtends the same angle at \((-h,0)\).

Along the part of the loop in the film, the polar angle about the real line grows by \(2\pi-\alpha\), and the angle about the image point grows by \(\alpha\). Along the part in the neighbour, the angle about \((h,0)\) grows by the remaining \(\alpha\). The total rise in \(w\) is

\[
\frac{b}{2\pi}\left[(2\pi-\alpha)+K\alpha+(1-K)\alpha\right]=b .
\]

The result does not depend on \(\alpha\), so it holds even when the loop also surrounds the image point.

### Why no other field is possible

Consider a large cylinder of radius \(R\) centred on the origin, with its outer surface carrying the tractions of the field just found. Suppose a second field has the same dislocation, the same weld and the same outer tractions. The difference \(d(x,y)\) of the two displacements is single-valued, is regular at the line, and has zero traction on the outer surface. Multiply the equilibrium equation for \(d\) by \(d\) and integrate by parts over both media. The interface terms cancel because \(d\) and its traction are continuous, and the outer term vanishes. What remains is

\[
\int\mu\,|\nabla d|^2\,dx\,dy=0 .
\]

Since \(\mu>0\), \(d\) is constant. The two fields have the same stresses.

The outer tractions themselves are small. At radius \(R\) the gradient of \(w\) is made of parts of order \(b/R\), one for each screw used in that medium, and each part is perpendicular to the radius drawn from its screw. Each of these directions differs from the perpendicular to the radius drawn from the origin by an angle of order \(h/R\) at most. The radial traction is thus of order \(\mu bh/R^2\), and it vanishes as \(R\) grows at fixed \(h\).

### The force law

The stress at the dislocation that is not its own is that of the image, at distance \(2h\). Equation (4) with \(s=Kb\) and \(x_0=-h\) gives the force per unit length

\[
F_x=\frac{K\mu_1b^2}{4\pi h}
=\frac{\mu_1b^2}{4\pi h}\,\frac{\mu_2-\mu_1}{\mu_2+\mu_1}.
\tag{8}
\]

A positive value points away from the interface. A neighbour with the larger shear modulus repels the screw, and one with the smaller modulus attracts it. "Stiffer" refers here to the shear modulus. Young's modulus and Poisson's ratio do not enter separately, since the deformation is pure shear.

The factor \(K\) runs from \(-1\) for a free surface, through \(0\) for equal moduli, to \(+1\) for a rigid neighbour. These ends reproduce the two opening cases. The strength of the image relative to the real dislocation is \(K\), while the force also contains \(\mu_1b^2/h\). If the line is moved into the other medium at the same distance and with the same \(b\), the roles of the moduli are exchanged. Then \(K\) changes sign and the prefactor becomes \(\mu_2\). Repulsion from the interface becomes attraction to it, or the reverse, and the size of the force changes by the factor \(\mu_2/\mu_1\). In space both forces point the same way, towards the medium with the smaller modulus.

The sensitivity to the input moduli matters when they are close. Differentiating (7) gives

\[
dK=\frac{2(\mu_1\,d\mu_2-\mu_2\,d\mu_1)}{(\mu_1+\mu_2)^2}
=\frac{1-K^2}{2}\left(\frac{d\mu_2}{\mu_2}-\frac{d\mu_1}{\mu_1}\right),
\tag{9}
\]

where \(1-K^2=4\mu_1\mu_2/(\mu_1+\mu_2)^2\) was used. Equal fractional changes of both moduli leave \(K\) unchanged. Unequal ones produce an absolute error in \(K\) that can be large relative to \(K\) itself when \(K\) is small.

### The same force from the energy

The energy gives a second derivation, and it shows where a factor of two can be lost. Put the cut on \(y=0\), \(x>h\), by taking \(0<\theta<2\pi\). Now \(w^+=0\) and \(w^-=b\) for the real screw, and the image displacement is continuous there. Remove a core cylinder of radius \(r_0\ll h\), where linear elasticity fails, and end the body at \(R\gg h\).

In a linear body without body forces, the stored energy is half the work of the surface tractions acting through the final displacements. With the face tractions found earlier, the cut contributes \(\tfrac12\int\sigma_{yz}(w^--w^+)dx\), so

\[
W=\frac b2\int_{h+r_0}^{R}\frac{\mu_1b}{2\pi}
\left[\frac1{x-h}+\frac K{x+h}\right]dx .
\]

The integral is elementary:

\[
W=\frac{\mu_1b^2}{4\pi}\left[\ln\frac{R-h}{r_0}
+K\ln\frac{R+h}{2h+r_0}\right].
\]

The other surfaces contribute little. On the outer surface the traction is of order \(\mu bh/R^2\), the circumference is \(2\pi R\) and the displacement is of order \(b\), which gives an energy of order \(\mu b^2h/R\). On the core surface the screw's own field has no traction. The image traction, of order \(K\mu_1b/h\), acts on a circumference \(2\pi r_0\) and gives an energy of order \(K\mu_1b^2r_0/h\). Both vanish in the limits stated. The two sides of the weld cancel. Hence

\[
W(h)=\frac{\mu_1b^2}{4\pi}\left[\ln\frac R{r_0}+K\ln\frac R{2h}\right],
\qquad -\frac{dW}{dh}=\frac{K\mu_1b^2}{4\pi h},
\tag{10}
\]

in agreement with (8).

Two real, independent screws of strengths \(b\) and \(Kb\) at separation \(D\) would have an interaction energy \(-(\mu_1Kb^2/2\pi)\ln D\), as integration of (4) over \(D\) shows. Setting \(D=2h\) and differentiating with respect to \(h\) would double the force, because the image moves whenever the dislocation does. The induced image has half that interaction energy. Code that works from forces should use (8), and code that works from energies should use (10).

## Part 2. Numerical checks, extensions and an AlN film

### Symbols and results carried over

The film occupies \(x>0\) and has shear modulus \(\mu_1\). The neighbour occupies \(x<0\) and has shear modulus \(\mu_2\). A screw with line and Burgers vector \(b\) along \(z\) lies in the film at distance \(h\) from the weld, and \(w\) is the displacement along \(z\). With \(K=(\mu_2-\mu_1)/(\mu_2+\mu_1)\), the film field is that of the real screw plus an image \(Kb\) at \(x=-h\). The neighbour sees a screw \((1-K)b\) at \(x=h\). The force per length, positive away from the interface, is \(F_x=K\mu_1b^2/(4\pi h)\), and the energy varies as \(-(K\mu_1b^2/4\pi)\ln h\). A screw of strength \(s\) at \((x_0,0)\) exerts the force \(\mu_1bs/[2\pi(h-x_0)]\).

### A test that contains no images

The law was tested on a discrete elastic sheet. Nodes on a square grid of unit spacing carry values of \(w\), and neighbouring nodes are joined by springs whose stiffness is the local shear modulus. The sheet extends 180 steps from the origin in each direction and has free outer edges. Because \(w\) is odd in \(y\), the half \(y\ge0\) suffices. On \(y=0\), \(w\) is set to zero on one side of the dislocation and to \(b/2\) on the other, and all remaining values follow from minimum energy.

The energy released when the dislocation moves from \(h-\tfrac12\) to \(h+\tfrac12\), divided by \((\mu_1b^2/4\pi)\ln[(h+\tfrac12)/(h-\tfrac12)]\), is a measured value of \(K\).

| \(\mu_2/\mu_1\) | \(K\), formula | measured, \(h=6\) | measured, \(h=12\) |
|---|---|---|---|
| 3 | 0.500 | 0.500 | 0.504 |
| 1.44 | 0.180 | 0.181 | 0.187 |
| 1 | 0 | 0.002 | 0.008 |
| 1/3 | −0.500 | −0.496 | −0.488 |

The test required agreement within 0.02 in \(K\), and the largest deviation is 0.012. The row of equal moduli isolates the pull of the free outer edges. By symmetry this pull vanishes at the centre of the sheet and is odd in \(h\), so for small \(h\) it is proportional to \(h\). The measured \(K\) is proportional to force times \(h\), and its error should grow as \(h^2\). The unrounded values, 0.0019 and 0.0077, differ by a factor of about four when \(h\) doubles, as expected.

For \(\mu_2/\mu_1=3\) and \(h=8.5\), the displacement in the neighbour was also compared with that of a screw of strength \((1-K)b\). At the three points \((-6,8)\), \((-3,12)\) and \((-12,5)\) the two agreed within \(0.003\,b\).

The image force on a screw parallel to a weld between two isotropic media has been derived from the stress and from the energy, and checked on a discrete sheet. What remains is to extend the law to crystals with two shear moduli and to a film with a free surface, and to apply it to an AlN film and size the effects it leaves out.

Numerical values quoted here were computed with a short program.
